**Curvature of the ensemble energy when a ground-state xc functional is used in ensemble DFT**

For a Gross-Oliveira-Kohn ensemble with excited-level weight $w$, the exact energy $E_0+w\omega$ is linear and $\omega=\Delta\varepsilon[n^w]+\partial_wE^w_{Hxc}$, where $\Delta\varepsilon$ is the Kohn-Sham gap. With a weight-independent functional the energy $\tilde E(w)$ has slope $\Delta\varepsilon(w)$ and curvature $\langle\Delta\rho|f(1-\chi_sf)^{-1}|\Delta\rho\rangle$, with $\Delta\rho$ the LUMO minus HOMO density, $f$ the Hxc kernel and $\chi_s$ the fixed-occupation Kohn-Sham response. For the Hubbard dimer with the exact ground-state functional, the program asserts the variational bound on random trial pairs, the closed form of $T_s^w$ against a numerical Legendre transform, slope and curvature against finite differences of the minimized energy, the chord against a quadrature of the slope, the exact split of $\omega$ against diagonalization, and linearity at $U=0$ and at $\Delta v=0$. For Mg (cc-pVTZ, LDA, occupations $3s^{2-w}3p^w$) it asserts slope and relaxed curvature against finite differences of self-consistent energies, the frozen-orbital curvature against frozen-orbital energies, the bounds for a Hartree-only kernel, and the frozen-core CI ground state against the pyscf solver. In the dimer the slope runs from 1.085 to 1.155 Ha while $\omega=1.357$ Ha, and at $\Delta v=0$ the energy is linear with slope 1 Ha against $\omega=1.618$ Ha. In Mg the slope runs from 3.40 to 3.61 eV, against CI values of 2.61 eV for ${}^3P$ and 4.39 eV for ${}^1P$.

## Numerical check

```python
# Ensemble DFT (Gross-Oliveira-Kohn), Hartree atomic units, w = weight of the excited level.
# Exact: E^w = E0 + w*omega and omega = KS gap[n^w] + dE_Hxc^w/dw at fixed density.
# With the ground-state E_Hxc:  Et(w) = min_n {Ts^w + V + E_Hxc},  dEt/dw = KS gap(w),
#   d2Et/dw2 = <drho| f (1 - chi_s f)^-1 |drho>,  f = Hxc kernel, drho = |LUMO|^2-|HOMO|^2.
# Part A: Hubbard dimer singlets (t, U, dv), x = n0-1, exact ground-state functional,
#   Ts^w = -2tR, R = sqrt((1-w)^2-x^2), gap = 2t(1-w)/R, Et'' = Tww f/(Txx+f).
# Part B: Mg, cc-pVTZ, LDA (Slater+VWN5), occupations 3s^(2-w) 3p^w, frozen-core FCI reference.
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants
from pyscf import gto, dft, scf, fci
EV = physical_constants['Hartree energy in eV'][0]

def stencil(fun, w, h):  # five-point first and second derivatives
    a, b, c, d, e = [fun(w + k*h) for k in (-2, -1, 0, 1, 2)]
    return (a - 8*b + 8*d - e)/(12*h), (-a + 16*b - 30*c + 16*d - e)/(12*h*h)

# ---------------- Part A: Hubbard dimer ----------------
t = 0.5
def ham(dv, U):
    b = -np.sqrt(2)*t
    return np.array([[U - dv, b, 0], [b, 0, b], [0, b, U + dv]])
def levels(dv, U):
    e, c = np.linalg.eigh(ham(dv, U))
    return e, c, c[0]**2 - c[2]**2
def legendre(x, w, U):  # F^w(x) and its maximizing potential
    dens = lambda d: np.dot([1 - w, w], levels(d, U)[2][:2]) - x
    d = brentq(dens, -200, 200, xtol=1e-13)
    return np.dot([1 - w, w], levels(d, U)[0][:2]) + d*x, d
Ts = lambda x, w: -2*t*np.sqrt((1 - w)**2 - x*x)
gap = lambda x, w: 2*t*(1 - w)/np.sqrt((1 - w)**2 - x*x)
def approx(w, dv, U):  # direct minimization with the exact ground-state E_Hxc
    obj = lambda x: Ts(x, w) + legendre(x, 0, U)[0] - Ts(x, 0) - dv*x
    lim = 1 - w - 1e-3
    r = minimize_scalar(obj, bounds=(-lim, lim), method='bounded', options={'xatol': 1e-11})
    return r.fun, r.x
def kernel(x, U):
    e, c, _ = levels(legendre(x, 0, U)[1], U)
    X = c.T @ np.diag([1., 0, -1.]) @ c
    return 1/(2*np.sum(X[0, 1:]**2/(e[1:] - e[0]))) - 2*t/(1 - x*x)**1.5
def curvature(x, w, U):
    R3 = ((1 - w)**2 - x*x)**1.5
    Tww, Txx, f = 2*t*x*x/R3, 2*t*(1 - w)**2/R3, kernel(x, U)
    return Tww*f/(Txx + f), Tww, Txx, f
def dEhxc_dw(x, w, U):  # one-sided second-order difference, stays inside [0, 1/2]
    h = 1e-4 if w < 0.45 else -1e-4
    g = lambda y: legendre(x, y, U)[0] - Ts(x, y)
    return (-3*g(w) + 4*g(w + h) - g(w + 2*h))/(2*h)

U, dv = 1.0, 1.0
e, c, xs = levels(dv, U)
omega = e[1] - e[0]
rng = np.random.default_rng(1)
for _ in range(300):  # GOK variational principle
    q = np.linalg.qr(rng.normal(size=(3, 3)))[0]
    w = rng.uniform(0, 0.5)
    d = np.diag(q.T @ ham(dv, U) @ q)
    assert (1 - w)*d[0] + w*d[1] >= e[0] + w*omega - 1e-12
for x, w in [(0.3, 0.0), (0.4, 0.25), (-0.2, 0.45)]:
    F0, d0 = legendre(x, w, 0.0)
    e0 = levels(d0, 0.0)[0]
    assert abs(F0 - Ts(x, w)) < 1e-10 and abs(e0[1] - e0[0] - gap(x, w)) < 1e-9
fmin = min(kernel(x, U) for x in np.linspace(0, 0.95, 20))
assert fmin > 0
E0t, x0t = approx(0, dv, U)
assert abs(E0t - e[0]) < 1e-10 and abs(x0t - xs[0]) < 1e-6
print(f"dimer t={t} U={U} dv={dv} Ha: E0={e[0]:.6f} E1={e[1]:.6f} omega={omega:.6f} Ha")
print(f"x ground={xs[0]:.6f} x excited={xs[1]:.6f}; min f on x in [0,0.95]={fmin:.5f} Ha")
print("ground-state functional: w, x, Et, E exact, slope, chord, curvature (Ha)")
for w in (0.0, 0.1, 0.25, 0.4, 0.5):
    Et, x = approx(w, dv, U)
    cv = curvature(x, w, U)
    if 0 < w < 0.45:
        d1, d2 = stencil(lambda y: approx(y, dv, U)[0], w, 0.01)
        assert abs(d1 - gap(x, w)) < 1e-6 and abs(d2 - cv[0]) < 1e-5 and cv[0] > 1e-2
    chord = (Et - E0t)/w if w else gap(x, w)
    print(f" {w:.2f} {x:.5f} {Et:.6f} {e[0]+w*omega:.6f} {gap(x,w):.5f} {chord:.5f} {cv[0]:.5f}")
    if w == 0.25:
        keep = cv
print(f"w=0.25: Tww={keep[1]:.5f} Txx={keep[2]:.5f} f={keep[3]:.5f} Ha")
gx, gw = np.polynomial.legendre.leggauss(8)
mean = sum(0.5*b*gap(approx(0.25*(a + 1), dv, U)[1], 0.25*(a + 1)) for a, b in zip(gx, gw))
assert abs(mean - (approx(0.5, dv, U)[0] - E0t)/0.5) < 1e-6
print("exact theory: w, x^w, KS gap, dE_Hxc^w/dw, sum (Ha)")
for w in (0.0, 0.1, 0.25, 0.4, 0.5):
    x = (1 - w)*xs[0] + w*xs[1]
    dd = dEhxc_dw(x, w, U)
    assert abs(gap(x, w) + dd - omega) < 1e-5
    print(f" {w:.2f} {x:.5f} {gap(x,w):.5f} {dd:.5f} {gap(x,w)+dd:.5f}")
d1, d2 = stencil(lambda y: approx(y, 0.0, U)[0], 0.25, 0.01)
es = levels(0.0, U)[0]
assert abs(d2) < 1e-7 and abs(d1 - 2*t) < 1e-8
assert abs(es[1] - es[0] - U/2 - np.sqrt(U*U/4 + 4*t*t)) < 1e-12 and es[1] - es[0] - d1 > 0.1
print(f"dv=0, w=0.25: |curv|={abs(d2):.6f} slope={d1:.5f} omega={es[1]-es[0]:.5f} Ha")
d1, d2 = stencil(lambda y: approx(y, dv, 0.0)[0], 0.25, 0.01)
en = levels(dv, 0.0)[0]
assert abs(d2) < 1e-7 and abs(d1 - en[1] + en[0]) < 1e-8
print(f"U=0, w=0.25: |curv|={abs(d2):.6f} slope={d1:.5f} omega={en[1]-en[0]:.5f} Ha")

# ---------------- Part B: Mg atom ----------------
mol = gto.M(atom='Mg 0 0 0', basis='cc-pvtz', verbose=0)
n = mol.nao
S = mol.intor('int1e_ovlp')
h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
eri = mol.intor('int2e').reshape(n, n, n, n)
eJ = eri.reshape(n*n, n*n)
eK = eri.transpose(0, 2, 1, 3).reshape(n*n, n*n)
grid = dft.gen_grid.Grids(mol)
grid.atom_grid, grid.prune = (120, 50), None
grid.build()
ao, wt = dft.numint.eval_ao(mol, grid.coords), grid.weights
blocks = {}
for i, lab in enumerate(mol.ao_labels(fmt=False)):
    blocks.setdefault((lab[2][-1], lab[3]), []).append(i)
sb = [v for k, v in blocks.items() if k[0] == 's'][0]
pb = [v for k, v in blocks.items() if k[0] == 'p']
core = sb[:2] + [v[0] for v in pb]
occ0, docc = np.zeros(n), np.zeros(n)
occ0[core + [sb[2]]] = 2
docc[sb[2]] = -1
docc[[v[1] for v in pb]] = 1/3
sv, su = np.linalg.eigh(S)
Xo = su @ np.diag(sv**-0.5) @ su.T
def xc(D, deriv):
    rho = np.maximum(np.einsum('gi,gi->g', ao @ D, ao), 0)
    return rho, dft.libxc.eval_xc('LDA,VWN', rho, spin=0, deriv=deriv)
def fock(D, mode):  # mode: 'lda', 'hartree', 'hf'
    J = (eJ @ D.ravel()).reshape(n, n)
    F, E = h + J, np.sum(D*(h + J/2))
    if mode == 'hf':
        K = (eK @ D.ravel()).reshape(n, n)
        F, E = F - K/2, E - np.sum(D*K)/4
    if mode == 'lda':
        rho, o = xc(D, 1)
        F = F + ao.T @ (ao*(wt*np.ravel(o[1][0]))[:, None])
        E += np.sum(wt*rho*np.ravel(o[0]))
    return F, E
def diag(F):
    C, eps = np.zeros((n, n)), np.zeros(n)
    for v in blocks.values():
        ix = np.ix_(v, v)
        eps[v], C[ix] = eigh(F[ix], S[ix])
    return eps, C
Dguess = np.asarray(scf.hf.init_guess_by_minao(mol))
def solve(w, mode):
    occ, Fin, Fs, Rs = occ0 + w*docc, fock(Dguess, mode)[0], [], []
    for _ in range(150):
        C = diag(Fin)[1]
        D = (C*occ) @ C.T
        F, E = fock(D, mode)
        r = (Xo @ (F @ D @ S - S @ D @ F) @ Xo).ravel()
        if abs(r).max() < 1e-9:
            return (E, D) + diag(F)
        Fs, Rs, Fin = (Fs + [F])[-8:], (Rs + [r])[-8:], F
        if len(Fs) > 1:
            cf = np.linalg.lstsq(np.array(Rs[:-1]).T - r[:, None], -r, rcond=None)[0]
            Fin = F + sum(a*(b - F) for a, b in zip(cf, Fs[:-1]))
    raise AssertionError('SCF not converged')
P, Q = np.array([(p, q) for v in blocks.values() for p in v for q in v]).T
def response(w, mode, D, eps, C):  # relaxed curvature, frozen Hartree, frozen xc
    occ = occ0 + w*docc
    T = np.einsum('ia,ja->aij', C[:, P], C[:, Q]).reshape(len(P), -1)
    KJ = T @ eJ @ T.T
    KX = np.zeros_like(KJ)
    if mode == 'lda':
        phi = ao @ C
        pp = phi[:, P]*phi[:, Q]
        KX = pp.T @ (pp*(wt*np.ravel(xc(D, 2)[1][2][0]))[:, None])
    a = np.where(P == Q, docc[P], 0.0)
    A = (occ[P] - occ[Q])/np.where(P == Q, 1.0, eps[P] - eps[Q])
    K = KJ + KX
    return a @ K @ np.linalg.solve(np.eye(len(P)) - A[:, None]*K, a), a @ KJ @ a, a @ KX @ a

Ehf, _, _, C = solve(0, 'hf')
Fc, Ec = fock(2*C[:, core] @ C[:, core].T, 'hf')
Ca = C[:, [i for i in range(n) if i not in core]]
m = Ca.shape[1]
h1 = Ca.T @ Fc @ Ca
g = np.einsum('ijkl,ip,jq,kr,ls->pqrs', eri, Ca, Ca, Ca, Ca, optimize=True)
I = np.eye(m)
H = np.kron(h1, I) + np.kron(I, h1) + g.transpose(0, 2, 1, 3).reshape(m*m, m*m)
swap = np.einsum('ps,qr->pqrs', I, I).reshape(m*m, m*m)
sing = np.linalg.eigvalsh(H + 25*(np.eye(m*m) - swap))
trip = np.linalg.eigvalsh(H + 25*(np.eye(m*m) + swap))
eref = fci.direct_spin1.kernel(h1, np.ascontiguousarray(g), m, (1, 1))[0]
assert abs(eref - sing[0]) < 1e-7 and sing[0] + Ec < Ehf
assert trip[2] - trip[0] < 1e-7 and sing[3] - sing[1] < 1e-7 and sing[0] < trip[0] < sing[1]
wT, wS = trip[0] - sing[0], sing[1] - sing[0]
print(f"Mg cc-pVTZ: E HF={Ehf:.6f}  E frozen-core FCI={sing[0]+Ec:.6f} Ha")
print(f"FCI omega 3P={wT:.5f} Ha ({wT*EV:.3f} eV), 1P={wS:.5f} Ha ({wS*EV:.3f} eV)")
print("LDA: w, Et, eps3s, eps3p, slope, chord (Ha), slope, chord (eV)")
rows, slopes = [], []
for w in (0.0, 0.25, 0.5, 0.75, 0.9):
    E, D, eps, C = solve(w, 'lda')
    if w == 0:
        Ez = E
    sl = docc @ eps
    cv = response(w, 'lda', D, eps, C)
    if 0 < w < 0.8:
        d1, d2 = stencil(lambda y: solve(y, 'lda')[0], w, 0.02)
        assert abs(d1 - sl) < 1e-6 and abs(d2 - cv[0]) < 2e-6
        fr = stencil(lambda y: fock((C*(occ0 + y*docc)) @ C.T, 'lda')[1], w, 0.02)[1]
        assert abs(fr - cv[1] - cv[2]) < 2e-6 and cv[1] > 0 > cv[2]
    ch = (E - Ez)/w if w else sl
    slopes.append(sl)
    rows.append((w,) + cv)
    print(f" {w:.2f} {E:.6f} {eps[sb[2]]:.5f} {eps[pb[0][1]]:.5f} {sl:.5f} {ch:.5f}"
          f" {sl*EV:.3f} {ch*EV:.3f}")
spread = max(slopes) - min(slopes)
assert spread > 1e-4 and wS - wT > spread
print("LDA curvature: w, relaxed, frozen Hartree, frozen xc (Ha)")
for r in rows:
    print(f" {r[0]:.2f} {r[1]:.6f} {r[2]:.6f} {r[3]:.6f}")
print(f"spread of LDA slope={spread:.5f} Ha ({spread*EV:.3f} eV)")
print(f"slope(0)-omega: 3P {(slopes[0]-wT)*EV:.3f} eV, 1P {(slopes[0]-wS)*EV:.3f} eV")
E, D, eps, C = solve(0.5, 'hartree')
cv = response(0.5, 'hartree', D, eps, C)
d1, d2 = stencil(lambda y: solve(y, 'hartree')[0], 0.5, 0.02)
assert abs(d1 - docc @ eps) < 1e-6 and abs(d2 - cv[0]) < 2e-6 and 0 < d2 < cv[1]
print(f"Hartree only, w=0.5: relaxed curvature={cv[0]:.6f} frozen={cv[1]:.6f} Ha")
print("all assertions hold")
```

Running it gives:

```
dimer t=0.5 U=1.0 dv=1.0 Ha: E0=-0.801938 E1=0.554958 omega=1.356896 Ha
x ground=0.387685 x excited=0.483435; min f on x in [0,0.95]=0.57266 Ha
ground-state functional: w, x, Et, E exact, slope, chord, curvature (Ha)
 0.00 0.38768 -0.801938 -0.801938 1.08484 1.08484 0.08351
 0.10 0.36490 -0.693011 -0.666248 1.09395 1.08926 0.09920
 0.25 0.32692 -0.527693 -0.462714 1.11111 1.09698 0.13192
 0.40 0.28328 -0.359374 -0.259179 1.13440 1.10641 0.18237
 0.50 0.25019 -0.244946 -0.123490 1.15499 1.11398 0.23228
w=0.25: Tww=0.34752 Txx=1.82901 f=1.11909 Ha
exact theory: w, x^w, KS gap, dE_Hxc^w/dw, sum (Ha)
 0.00 0.38768 1.08484 0.27205 1.35690
 0.10 0.39726 1.11444 0.24245 1.35690
 0.25 0.41162 1.19627 0.16063 1.35690
 0.40 0.42598 1.42000 -0.06310 1.35690
 0.50 0.43556 2.03636 -0.67947 1.35690
dv=0, w=0.25: |curv|=0.000000 slope=1.00000 omega=1.61803 Ha
U=0, w=0.25: |curv|=0.000000 slope=1.41421 omega=1.41421 Ha
Mg cc-pVTZ: E HF=-199.613347  E frozen-core FCI=-199.647077 Ha
FCI omega 3P=0.09603 Ha (2.613 eV), 1P=0.16127 Ha (4.388 eV)
LDA: w, Et, eps3s, eps3p, slope, chord (Ha), slope, chord (eV)
 0.00 -199.128985 -0.17551 -0.05039 0.12512 0.12512 3.405 3.405
 0.25 -199.097473 -0.18496 -0.05793 0.12703 0.12605 3.457 3.430
 0.50 -199.065453 -0.19401 -0.06486 0.12915 0.12706 3.514 3.458
 0.75 -199.032896 -0.20264 -0.07134 0.13131 0.12812 3.573 3.486
 0.90 -199.013104 -0.20762 -0.07504 0.13259 0.12876 3.608 3.504
LDA curvature: w, relaxed, frozen Hartree, frozen xc (Ha)
 0.00 0.006779 0.021878 -0.012698
 0.25 0.008217 0.021836 -0.010969
 0.50 0.008613 0.021501 -0.010067
 0.75 0.008607 0.021031 -0.009473
 0.90 0.008501 0.020715 -0.009203
spread of LDA slope=0.00747 Ha (0.203 eV)
slope(0)-omega: 3P 0.792 eV, 1P -0.984 eV
Hartree only, w=0.5: relaxed curvature=0.019724 frozen=0.032354 Ha
all assertions hold
```
